\section*{Choosing the reference energy in folded-spectrum calculations of band-edge states}

\section{The setting and what it does}

An electron entering the channel of an amorphous oxide transistor occupies states at the bottom of the conduction band. A cell large enough to represent the disorder has hundreds or thousands of filled valence states below that edge. An iterative solver that seeks the lowest eigenvalues must find all of them before it reaches the one state of interest.

The folded-spectrum method avoids this by replacing the Hamiltonian $H$ with
\begin{equation}
F(\varepsilon)=(H-\varepsilon)^2 ,
\end{equation}
where the reference energy $\varepsilon$ is set by the user. If $H\psi_i=E_i\psi_i$, then
\begin{equation}
F\psi_i=\lambda_i\psi_i,\qquad \lambda_i=(E_i-\varepsilon)^2 .
\end{equation}
The state nearest to $\varepsilon$ becomes the lowest state of $F$. The price is slower convergence than in a calculation with $H$ from which all filled states have been removed, because the folded spectrum is wider relative to the separation of the target from the next level. The choice of $\varepsilon$ decides both which state is found and how large that price is.

Here $H$ is a fixed, real symmetric one-electron Hamiltonian in an orthonormal basis, as after a converged mean-field calculation. The target level $E_0$ is nondegenerate. Its nearest distinct neighbours are $E_-<E_0<E_+$, and the spectrum runs from $E_{\min}$ to $E_{\max}$. Define
\begin{equation}
\delta_-=E_0-E_-,\qquad \delta_+=E_+-E_0 .
\end{equation}
For the conduction edge, $\delta_-$ is the gap $g$ and $\delta_+$ is the spacing to the next conduction level.

\section{Where the reference may lie}

The target is the lowest state of $F$ if $\varepsilon$ is closer to $E_0$ than to either neighbour:
\begin{equation}
\frac{E_-+E_0}{2}<\varepsilon<\frac{E_0+E_+}{2}. \label{window}
\end{equation}
The lower limit is mid-gap. Just below it, the solver finds the valence edge.

Convergence depends on how far the other folded levels lie above the target. Factoring a difference of squares gives
\begin{align}
\lambda_i-\lambda_0&=(E_i-\varepsilon)^2-(E_0-\varepsilon)^2\nonumber\\
&=(E_i-E_0)(E_i+E_0-2\varepsilon). \label{diff}
\end{align}
Inside the window $\varepsilon$ lies between $E_-$ and $E_+$, so levels beyond these two are farther away. The first excited folded level $\lambda_1$ therefore comes from $E_-$ or $E_+$, with separations
\begin{align}
s_+&=\delta_+(E_++E_0-2\varepsilon),\\
s_-&=\delta_-(2\varepsilon-E_0-E_-).
\end{align}
In $s_-$ both factors of Eq.~\eqref{diff} are negative, and their signs have been reversed together. As $\varepsilon$ rises, $s_+$ falls and $s_-$ grows. They are equal when $\varepsilon$ is equally far from both neighbours:
\begin{equation}
\varepsilon_*=\frac{E_-+E_+}{2}. \label{best}
\end{equation}
Substitution in $s_+$ gives $\delta_+(E_0-E_-)=\delta_+\delta_-$, the largest attainable separation.

\section{The best reference for convergence}

The relevant condition number compares the whole folded width with this separation:
\begin{equation}
\kappa_F=\frac{\lambda_{\max}-\lambda_0}{\lambda_1-\lambda_0}.
\end{equation}
Its numerator also depends on $\varepsilon$, so the largest separation does not by itself prove that $\kappa_F$ is smallest. By Eq.~\eqref{diff}, the numerator is the larger of
\begin{align}
n_{\rm top}&=(E_{\max}-E_0)(E_{\max}+E_0-2\varepsilon),\\
n_{\rm bot}&=(E_0-E_{\min})(2\varepsilon-E_0-E_{\min}).
\end{align}

For $\varepsilon\ge\varepsilon_*$ the denominator is $s_+$. Put $x=2\varepsilon$, $A=E_{\max}+E_0$ and $B=E_++E_0$. Apart from positive constants, $n_{\rm top}/s_+$ is $(A-x)/(B-x)$, and
\begin{equation}
\frac{d}{dx}\frac{A-x}{B-x}=\frac{A-B}{(B-x)^2}\ge0 .
\end{equation}
The other ratio, $n_{\rm bot}/s_+$, has a rising numerator and a falling denominator. Neither ratio decreases, so $\kappa_F$ does not decrease above $\varepsilon_*$.

For $\varepsilon\le\varepsilon_*$ the denominator is $s_-$. With $C=E_0+E_{\min}$ and $D=E_0+E_-$,
\begin{equation}
\frac{d}{dx}\frac{x-C}{x-D}=\frac{C-D}{(x-D)^2}\le0 ,
\end{equation}
which covers $n_{\rm bot}/s_-$. In $n_{\rm top}/s_-$ the numerator falls and the denominator rises. Thus $\kappa_F$ does not increase on the way up to $\varepsilon_*$, and its minimum is
\begin{equation}
\kappa_F^*=\frac{R^2-(E_0-\varepsilon_*)^2}{\delta_-\delta_+}, \label{kbest}
\end{equation}
where $R=\max(E_{\max}-\varepsilon_*,\,\varepsilon_*-E_{\min})$.

\section{How much squaring costs}

A fair comparison is an ideal calculation with $H$ itself in which all valence states have been projected out. Its condition number is
\begin{equation}
\kappa_H=\frac{E_{\max}-E_0}{\delta_+}.
\end{equation}
Suppose the top of the spectrum sets $R$. At $\varepsilon_*$ the second factor of $n_{\rm top}$ is
\begin{align}
E_{\max}+E_0-E_--E_+
&=(E_{\max}-E_0)+(E_0-E_-)-(E_+-E_0)\nonumber\\
&=E_{\max}-E_0+g-\delta_+ .
\end{align}
Dividing $n_{\rm top}$ by $g\delta_+$ and then by $\kappa_H$ leaves
\begin{equation}
\frac{\kappa_F^*}{\kappa_H}=\frac{E_{\max}-E_0+g-\delta_+}{g}. \label{penalty}
\end{equation}
For $\delta_+\ll g$ the penalty is roughly the distance from the valence edge to the top of the spectrum, divided by the gap. It does not contain the small level spacing in its denominator.

The result is different if $\varepsilon$ is placed on the target. Then $\lambda_0=0$ and
\begin{equation}
\kappa_F(E_0)=\left[\frac{\max(E_{\max}-E_0,\,E_0-E_{\min})}{\min(\delta_-,\delta_+)}\right]^2 . \label{edge}
\end{equation}
This is the full squaring of a width-to-spacing ratio. A reference close to the wanted energy therefore gives a much larger condition number when the level spacing is much smaller than the gap.

Cell size sharpens the contrast. For extended states near a parabolic edge, $\delta_+\propto L^{-2}$ in a cell of edge $L$. At fixed gap and spectral width, $\kappa_F^*\propto L^2$ while $\kappa_F(E_0)\propto L^4$. A periodic chain with alternating site energies $\pm1.5$ eV and nearest-neighbour hopping 2 eV tests this. Doubling it from 100 to 200 two-site cells multiplies the two condition numbers by 3.99 and 15.95.

\section{From condition number to work}

A polynomial filter turns $\kappa_F$ into a number of Hamiltonian products. Map the unwanted interval $[\lambda_1,\lambda_{\max}]$ to $[-1,1]$ by
\begin{equation}
y(\lambda)=\frac{2\lambda-\lambda_1-\lambda_{\max}}{\lambda_{\max}-\lambda_1}.
\end{equation}
The Chebyshev polynomial $T_k(y)$ has magnitude at most one there. At the target,
\begin{equation}
|y(\lambda_0)|=\frac{(\lambda_{\max}-\lambda_0)+(\lambda_1-\lambda_0)}{(\lambda_{\max}-\lambda_0)-(\lambda_1-\lambda_0)}=\frac{\kappa_F+1}{\kappa_F-1}.
\end{equation}
Let $\theta_k$ be the angle between the vector and the target after $k$ steps. The unwanted part has not grown and the target part has grown by $|T_k(y(\lambda_0))|$, so
\begin{equation}
\tan\theta_k\le\frac{\tan\theta_0}{T_k\!\left(\frac{\kappa_F+1}{\kappa_F-1}\right)}.
\end{equation}
For $z>1$, $T_k(z)=\cosh(k\,{\rm arccosh}\,z)$, and here
\begin{equation}
{\rm arccosh}\frac{\kappa_F+1}{\kappa_F-1}=\ln\frac{\sqrt{\kappa_F}+1}{\sqrt{\kappa_F}-1}\simeq\frac{2}{\sqrt{\kappa_F}}
\end{equation}
for large $\kappa_F$. Using $\cosh u\simeq e^u/2$, a final tangent $\tau$ needs about $\frac12\sqrt{\kappa_F}\ln(2\tan\theta_0/\tau)$ steps. Each application of $F$ costs two products with $H$:
\begin{equation}
N_H\simeq\sqrt{\kappa_F}\,\ln\frac{2\tan\theta_0}{\tau}. \label{work}
\end{equation}
The filter needs estimates of $\lambda_1$ and $\lambda_{\max}$. The counts below use their known values. Equation~\eqref{work} describes this filter. Lanczos and conjugate-gradient solvers adapt to the spectrum and remove a few isolated levels cheaply. When the conduction levels are sparse and the valence levels dense, their cheapest reference can lie well above $\varepsilon_*$. In the model below with the sign-changing boundary condition ($\delta_+=0.36$ eV), Lanczos needs 140 products at $\varepsilon_*$, 86 at a quarter of the gap below the edge and 132 on the edge, where the filter needs 140, 166 and 400.

\section{A model amorphous oxide}

The example is a periodic network of 560 atoms with the composition InGaZnO$_4$, 82 atoms per nm$^3$ and a cell edge of 1.90 nm. Random positions were relaxed with soft-core repulsions, giving 4.9 oxygen neighbours per cation within 0.27 nm. Each cation carries one $s$ orbital and each oxygen three $p$ orbitals, 1200 in all. The hoppings are $-0.4$ eV for $ss$ at 0.32 nm, 1.5 eV for $sp$ at 0.21 nm, and 0.4 and $-0.1$ eV for $pp\sigma$ and $pp\pi$ at 0.28 nm. All decay exponentially over 0.06 nm. The In and Ga levels lie 0.4 eV below and above the Zn level, and all three were shifted together to give a gap near 3 eV.

Dense diagonalization gives, in eV,
\begin{align}
&E_-=0.847,\quad E_0=3.846,\quad E_+=5.056,\nonumber\\
&E_{\min}=-2.939,\quad E_{\max}=10.220 .
\end{align}
Thus $g=2.999$ eV and $\delta_+=1.210$ eV. The best reference is $(0.847+5.056)/2=2.951$ eV. The top of the spectrum is farther away, so $R=10.220-2.951=7.269$ eV and
\begin{equation}
\kappa_F^*=\frac{7.269^2-0.894^2}{2.999\times1.210}=14.3 .
\end{equation}
Diagonalizing the explicitly squared matrix gives the same value.

The ideal problem has $\kappa_H=6.374/1.210=5.27$, so squaring costs a factor 2.72. With the reference on the edge, the bottom of the spectrum is the farther end and $\kappa_F=(6.785/1.210)^2=31.4$.

A random start with $\tan\theta_0=605.5$ was filtered to $\tau=10^{-6}$. The best reference took 39 steps, or 78 products, and the edge reference took 57 steps, or 114 products. Equation~\eqref{work} gives 79 and 117. The ideal calculation took 22 products, not counting the work of projecting out the valence states, which is what folding avoids.

\section{Mid-gap: the setting to avoid}

At $\varepsilon=(E_-+E_0)/2$ the two band edges have the same folded energy. Any combination
\begin{equation}
\phi=\sqrt{1-w}\,\psi_-+\sqrt{w}\,\psi_0
\end{equation}
with $0<w<1$ is then an eigenvector of $F$, although it is not one of $H$. Its mean energy and energy variance are
\begin{align}
\langle H\rangle&=(1-w)E_-+wE_0=E_-+wg,\\
\sigma^2&=(1-w)(wg)^2+w[(1-w)g]^2\nonumber\\
&=w(1-w)g^2[w+(1-w)]=w(1-w)g^2 .
\end{align}
In the second line the deviations from the mean are $-wg$ and $(1-w)g$. A filter started from one vector keeps the starting ratio of the two components. To show a clear case, the start with the most even mixture was chosen from 20 random vectors in the example. It converged to $w=0.479$, with energy 2.28 eV and spread 1.50 eV. The residual of $F$ was only $2\times10^{-5}$ eV$^2$. With convergence judged by the residual of $F$ and the energy read from $\langle H\rangle$, this looks like a converged defect level in the gap, yet the model has no level there. The folded value itself, $\langle F\rangle=(g/2)^2=2.25$ eV$^2$, disagrees with $(\langle H\rangle-\varepsilon)^2$, and the difference is $\sigma^2$.

The remedy has two parts. Check the residual $\|H\phi-\langle H\rangle\phi\|$, which for this mixture is the spread of 1.50 eV. If it is large, filter a second independent vector and diagonalize $H$ between the two. In the example the second start was chosen from the same 20 vectors for a nearly orthogonal mixture, and this returned 0.847 and 3.846 eV, the true edges.

Being merely close to mid-gap is costly too. If $\varepsilon$ lies $x$ above it, $s_-=2gx$. For $x=0.01$ eV the separation is 0.060 eV$^2$ and $\kappa_F$ is about 1000, which by Eq.~\eqref{work} means about eight times the products needed at $\varepsilon_*$.

\section{A safer setting when the edges are uncertain}

The distance from mid-gap to the best reference is
\begin{equation}
\varepsilon_*-\frac{E_-+E_0}{2}=\frac{E_+-E_0}{2}=\frac{\delta_+}{2}.
\end{equation}
In a large cell $\delta_+$ is small, and the best setting is then dangerously close to the worst one. A small error in the estimated edges can select the valence band.

A safer choice is one quarter of the gap below the conduction edge,
\begin{equation}
\varepsilon_{\rm safe}=E_0-\frac g4 , \label{safe}
\end{equation}
which is also $g/4$ above mid-gap. If $\delta_+\le g/2$, this lies at or above $\varepsilon_*$, so the separation is
\begin{equation}
s_+=\delta_+\left(\delta_++\frac g2\right)>\frac{g\delta_+}{2}.
\end{equation}
The separation is thus more than half its best value. If the top of the spectrum sets the numerator, that numerator falls as $\varepsilon$ rises, so $\kappa_F<2\kappa_F^*$. By Eq.~\eqref{work} the work grows by a factor of less than about $\sqrt2$.

In the example $\varepsilon_{\rm safe}=3.096$ eV, $R=7.124$ eV and $s_+=3.279$ eV$^2$. Hence $\kappa_F=(50.75-0.56)/3.279=15.3$, and the estimated work rises by 3 per cent.

Locating the levels can cost more than the final solve. Three folded Lanczos solves that located $E_-$, $E_0$ and $E_+$ took 1742 products together, while the final solve at $\varepsilon_*$ took 122. The first two references were placed 0.5 eV either side of the known mid-gap, so this was not a blind search. The total includes finding both band edges, so it is not the cost of $E_+$ alone. If both band edges are already known with errors well below a quarter of the gap, Eq.~\eqref{safe} makes the search unnecessary.

\section{Accuracy of the energy and the state}

The energy should be taken as $\langle H\rangle$. The alternative $\varepsilon\pm\sqrt{\langle F\rangle}$ leaves the sign open and is ill-conditioned when $E_0$ is close to $\varepsilon$. Let a normalized trial vector have weight $w_i$ in state $i$. From Eq.~\eqref{diff},
\begin{equation}
|\langle H\rangle-E_0|\le\sum_{i\ne0}w_i|E_i-E_0|
=\sum_{i\ne0}\frac{w_i(\lambda_i-\lambda_0)}{|E_i+E_0-2\varepsilon|}.
\end{equation}
At $\varepsilon_*$ the denominator is at least $E_0-E_-=\delta_-$ for levels above the target and at least $E_+-E_0=\delta_+$ for levels below it. Therefore
\begin{equation}
|\langle H\rangle-E_0|\le\frac{\langle F\rangle-\lambda_0}{\min(\delta_-,\delta_+)}.
\end{equation}
In the example, an excess of $10^{-3}$ eV$^2$ in $\langle F\rangle$ guarantees the energy to within 0.83 meV.

The eigenvector can also be more sensitive to errors made directly in the squared operator, as when $F$ is formed and stored. A perturbation of norm $\eta\|A\|$ rotates an eigenvector of $A$, to first order, by at most $\eta\|A\|$ divided by the distance to the nearest other eigenvalue. At $\varepsilon_*$ the amplification of $\eta$ is $R/\min(\delta_-,\delta_+)$ for $H-\varepsilon_*$ and $R^2/(\delta_-\delta_+)$ for $F$. Their ratio is $R/\max(\delta_-,\delta_+)$, so squaring raises the sensitivity when $R$ exceeds the larger of the two separations. The example gives 6.0 and 14.6, which is harmless in double precision. An error in $H$ itself leaves $F$ with the eigenvectors of the perturbed $H$, so the amplification stays $R/\min(\delta_-,\delta_+)$. The same first-order bound holds for a relative error $\eta$ in each of the two products with $H-\varepsilon_*$.

\section{Plane waves and preconditioning}

The tight-binding spectrum is only 13 eV wide. A plane-wave basis adds kinetic energies up to its cutoff, and $\kappa_F^*$ then grows as the square of the cutoff. Keeping the three levels near the gap fixed and putting the top 500 eV above the edge gives
\begin{equation}
\kappa_F^*\simeq\frac{500.9^2}{3.63}\simeq6.9\times10^4 ,
\end{equation}
or about 5500 products from the same start. Folding in plane waves therefore calls for a preconditioner matched to the squared operator, for example
\begin{equation}
P=\left[(T-\varepsilon)^2+c^2\right]^{-1},
\end{equation}
with $T$ the kinetic energy and $c$ an energy of the order of the potential. At large $T$, $F\simeq(T-\varepsilon)^2$ and $PF\simeq1$, so the high plane waves no longer widen the spectrum.

A one-dimensional crystal with period 0.4 nm, ten periods, potential Fourier component 1.5 eV and $c=3$ eV shows the effect. Raising the cutoff from 96 to 385 eV increases $\kappa_F$ from 8.0$\times10^3$ to 1.33$\times10^5$. The ratio of largest to smallest nonzero eigenvalue of $P^{1/2}(F-\lambda_0)P^{1/2}$ stays at 15.2. The value depends on $c$: it is about 18 for $c=1$ eV and 98 for $c=10$ eV. This potential is weak, and deep, narrow wells can leave a much larger ratio.

\section{Relation to real amorphous oxides}

A gap near 3 eV and an electron mass of roughly 0.3 to 0.4 free-electron masses are typical of amorphous indium-gallium-zinc oxide. The gap was fitted. In an undisturbed parabolic band of mass $m$, the edge rises by $\hbar^2(\pi/L)^2/2m$ when the wavefunction changes sign across the cell in one direction. The computed rise of 0.27 eV gives an apparent mass of 0.39. That boundary condition also reduces $\delta_+$ to 0.36 eV and raises $\kappa_F^*$ to 46, the largest change among the recomputed cases. For free electrons the wavevectors $\pm\pi/L$ have equal energy. The two lowest conduction states have about 95 and 90 per cent of their weight in this pair, so the 0.36 eV is its splitting by disorder. The mean of the pair rises by $0.27+0.18=0.45$ eV, which gives a mass of roughly 0.23, and a small boundary phase gives 0.23 to 0.25 along the three axes. The value 0.39 is thus an artefact of the splitting, and the model mass lies below the real one. One sample of thermal displacements at 300 K, with an assumed 30 meV phonon energy, gives 15.3. One sample of random site potentials of 0.3 eV rms gives 17.5, and a hopping range of 0.80 instead of 0.60 nm gives 14.2. Real films also contain defects such as oxygen vacancies, which can put levels in the gap. The formulas still hold, but $E_-$ becomes the defect level. With one 0.3 eV below the edge and all other levels unchanged, $\varepsilon_*=4.30$ eV and $\kappa_F^*\simeq144$, ten times the defect-free value. Equation~\eqref{safe} with the full band gap for $g$ then fails, because its reference is closer to the defect than to the band edge. Self-consistency, spin--orbit coupling and missing orbitals have not been sized.

\section{Guidance}

\begin{itemize}
\item For a clean gap with $\delta_+\le g/2$, set the reference a quarter of the gap below the conduction edge. For the valence edge, reflect the rule: a quarter of the gap above it, provided the spacing to the next valence level below is at most $g/2$. The bound $\kappa_F<2\kappa_F^*$ then holds if the bottom of the spectrum, not the top, sets the numerator. In the example the top sets it, and the ratio is about 2.5.
\item If both neighbours of the target are known reliably, their midpoint minimizes $\kappa_F$ and is the choice for a Chebyshev filter; a Lanczos or conjugate-gradient solver may run faster with the reference moved away from the denser band. This also covers a target next to a defect level.
\item Accept a state only after checking its residual with $H$. A small residual shows that an eigenvalue is near, but not which one, so compute a few neighbours if gap states are possible.
\item In plane waves, use a preconditioner built for the squared operator.
\end{itemize}
The numerical output lists the computed levels and counts, apart from the Lanczos comparison at $\delta_+=0.36$ eV, the pair weights and small-phase masses, the dependence on $c$ and the valence-edge ratio. The values for the safe setting, the near-mid-gap reference and the defect level follow from those levels by the formulas above.

\section*{Calculated quantities}
\begin{verbatim}
atoms / orbitals: 560 / 1200
atom density: 82 nm^-3; cell edge: 1.897 nm
shortest cation-O distance: 0.200 nm
O neighbours per cation within 0.27 nm: 4.94
cation s level above O p level: 7.503 eV
hoppings ss, sp: -0.4, 1.5 eV
hoppings pp sigma, pi: 0.4, -0.1 eV
hopping decay length: 0.06 nm
spectral bottom / top: -2.9388 / 10.2200 eV
E-, E0, E+: 0.84673, 3.84576, 5.05600 eV
gap / next conduction spacing: 2.99903 / 1.21024 eV
edge-state participation: 255.6 atoms
best reference, formula / scan: 2.95137 / 2.95158 eV
folded target / next level: 0.79994 / 4.42948 eV^2
best kappa, formula / squared matrix: 14.336 / 14.336
kappa with reference on edge: 31.427
ideal unsquared kappa: 5.267
best squaring penalty: 2.722
initial tangent / tolerance: 605.500 / 1e-6
F steps, best, measured / bound: 39 / 39
H products, best: 78
F steps, edge, measured / bound: 57 / 58
H products, edge: 114
ideal H products, measured / bound: 22 / 22
vector sensitivity, H / F: 6.006 / 14.557
search references in gap: 1.84625, 2.84625 eV
search reference above found edge: 3.94576 eV
H products, search / final solve: 1742 / 122
final energy error: 4.88e-15 eV
final H residual: 3.56e-10 eV
false-state conduction weight: 0.4787
false-state energy / spread: 2.28241 / 1.49815 eV
false-state F residual: 2.05e-05 eV^2
edges from two filtered vectors: 0.84673, 3.84576 eV
kappa growth on doubling chain, best / edge: 3.988 / 15.950
1D plane-wave cutoffs: 96.3, 385.1 eV
1D raw kappas: 7982.1, 132605.5
1D preconditioned kappas: 15.225, 15.232
temperature / model phonon: 300 K / 30 meV
thermal rms per axis, O / In: 0.00913 / 0.00341 nm
thermal displacements: edge shift +0.0379 eV, gap 2.9165 eV
  spacing 1.17399 eV, best kappa 15.31
0.3 eV site potentials: edge shift +0.0109 eV, gap 2.6059 eV
  spacing 1.18231 eV, best kappa 17.48
0.80 nm hopping range: edge shift -0.0388 eV, gap 2.9603 eV
  spacing 1.24274 eV, best kappa 14.18
antiperiodic along x: edge shift +0.2697 eV, gap 3.2673 eV
  spacing 0.36285 eV, best kappa 46.38
mass from x-phase shift: 0.387 electron masses
assumed plane-wave width above edge: 500 eV
plane-wave estimate, kappa / H products: 69126 / 5500
\end{verbatim}
